# The core polarization potential from second-order perturbation theory, part 3

The core polarization potential (CPP), $V_{\rm CPP}=-\tfrac12\sum_\lambda\alpha_\lambda\mathbf f_\lambda^2$, describes the dipole response of atomic cores to valence charges. It is now tested on a solvable model and by numerical calculation.

SI units are used; $e>0$ is the elementary charge, $m$ the electron mass, $\kappa=e/4\pi\varepsilon_0$, $a_0$ the Bohr radius, $E_h=\hbar^2/ma_0^2$. A core has dipole operator $\mathbf d$, ground state $|0\rangle$ and excited states $|n\rangle$ at energies $\Delta_n$ above it. With $d_n=\langle n|d_z|0\rangle$, $\alpha=2\sum_n|d_n|^2/\Delta_n$ and $\beta=\sum_n|d_n|^2/\Delta_n^2$; $\alpha/4\pi\varepsilon_0$ is the polarizability volume. The coupling is $-\mathbf d\cdot\mathbf f$. With $\mathbf t_i=\mathbf r_{\lambda i}/r_{\lambda i}^3$ and $\mathbf T=\sum_{\mu}Q_\mu\mathbf R_{\lambda\mu}/R_{\lambda\mu}^3$, where the vectors point from core $\lambda$ to electron $i$ and to core $\mu$ of charge $Q_\mu e$, $\mathbf f=\kappa(\sum_i\mathbf t_i-\mathbf T)$ and

$$-\tfrac12\alpha\mathbf f^2=-\tfrac12\alpha\kappa^2\sum_i\frac1{r_{\lambda i}^4}-\alpha\kappa^2\sum_{i<j}\mathbf t_i\cdot\mathbf t_j+\alpha\kappa^2\sum_i\mathbf t_i\cdot\mathbf T-\tfrac12\alpha\kappa^2\mathbf T^2 .$$

For one electron $f_a=g(r)x_a/r$. The model uses $g=\kappa C/r^2$ with the empirical cutoff $C(r)=\big(1-e^{-(r/\rho)^2}\big)^2$.

For a valence eigenstate $|v\rangle$ of $H_v$ with energy $E_v$, the second-order shift from one core obeys:

(a) $E^{(2)}_\lambda=-\sum_n|d_n|^2\sum_a\langle v|f_a\,(\Delta_n+H_v-E_v)^{-1}f_a|v\rangle$.

(b) $E^{(2)}_\lambda=-\tfrac12\alpha\langle v|\mathbf f^2|v\rangle+\beta S-\mathcal R$, with $S=\sum_a\langle v|f_a(H_v-E_v)f_a|v\rangle$ and $\mathcal R\ge0$.

(c) For a local potential, $S=\dfrac{\hbar^2}{2m}\sum_{i,a}\langle v|\,|\nabla_if_a|^2|v\rangle$.

(d) For the valence ground state, $-\tfrac12\alpha\langle\mathbf f^2\rangle\le E^{(2)}_\lambda\le-\tfrac12\alpha\langle\mathbf f^2\rangle+\beta S$.

The $\beta S$ term is the lag of the core dipole. Its ratio to the CPP term is $\bar x/\bar\Delta$ in magnitude, with $\bar x=S/\langle\mathbf f^2\rangle$ and $\bar\Delta=\alpha/2\beta$. For the bare field $g=\kappa/r^2$, $\sum_a|\nabla f_a|^2=g'^2+2g^2/r^2=(4+2)\kappa^2/r^6$, and the local ratio is $3\hbar^2/m\bar\Delta r^2$.

**Lemma 1** uses, for a core electron at $\mathbf s$ with $s<r$, the following expansion, kept through the linear term:

$$\frac1{|\mathbf r-\mathbf s|}=\frac1r+\frac{\mathbf s\cdot\mathbf r}{r^3}+\frac{3(\mathbf s\cdot\mathbf r)^2-s^2r^2}{2r^5}+O(s^3/r^4).$$

**Lemma 3.** In a uniform static field $F\hat{\mathbf z}$ the core has $\langle d_z\rangle=\alpha F$ and energy $-\tfrac12\alpha F^2$, to lowest order.

**Lemma 5.** For $\Delta>0$ and $\Delta+x>0$,

$$-\frac1{\Delta+x}=-\frac1\Delta+\frac{x}{\Delta^2}-\frac{x^2}{\Delta^2(\Delta+x)} .$$

**Lemma 6.** If $H_v=-\frac{\hbar^2}{2m}\sum_i\nabla_i^2+V$ with $V$ and $f$ real multiplicative functions, then $\langle v|f(H_v-E_v)f|v\rangle=\frac{\hbar^2}{2m}\sum_i\langle v|\,|\nabla_if|^2|v\rangle$.

For hydrogen, $\alpha=\tfrac92\,4\pi\varepsilon_0a_0^3$ and $\beta=\tfrac{43}8\,e^2a_0^2/E_h^2$.

**Proposition.** Let the core have a ground state and one threefold level $|a\rangle$ at energy $\Delta$, with $\langle0|d_a|b\rangle=d\,\delta_{ab}$ real and no other matrix elements. Let one electron move in a local central potential with radial Hamiltonians $H_s$ and $H_p=H_s+\hbar^2/mr^2$ for $l=0$ and $l=1$. Then $\alpha=2d^2/\Delta$ and $\beta=\alpha/2\Delta$. Let $E_{\rm CPP}$ be an eigenvalue of $H_{\rm CPP}=H_s-\tfrac12\alpha g^2$. At fixed $\alpha$ the exact energy satisfies

$$\lim_{\Delta\to\infty}\Delta\,(E-E_{\rm CPP})=\tfrac12\alpha\big[S_c+\tfrac12\alpha\langle g^4\rangle_c\big],\qquad S_c=\frac{\hbar^2}{2m}\Big\langle g'^2+\frac{2g^2}{r^2}\Big\rangle_c,$$

with averages in the eigenstate $u_c$ of $H_{\rm CPP}$.

*Proof.* Only $|z\rangle$ contributes to the sums that define $\alpha$ and $\beta$, which gives $2d^2/\Delta$ and $d^2/\Delta^2$. Let $n_a=x_a/r$, and define $\Phi_s=|0\rangle Y_{00}$ and $\Phi_p=\sum_a|a\rangle n_aY_{00}$. The second is normalized over angles because $\sum_an_a^2=1$, and each $n_a$ has $l=1$. With $W=-g\sum_bd_bn_b$ and $d_b|0\rangle=d|b\rangle$, $d_b|a\rangle=d\,\delta_{ab}|0\rangle$, one finds $W\Phi_s=-dg\,\Phi_p$ and $W\Phi_p=-dg\sum_an_a^2|0\rangle Y_{00}=-dg\,\Phi_s$. The functions $[u(r)\Phi_s+w(r)\Phi_p]/r$ thus form a closed set, with

$$\begin{pmatrix}H_s&-dg\\-dg&H_p+\Delta\end{pmatrix}\begin{pmatrix}u\\w\end{pmatrix}=E\begin{pmatrix}u\\w\end{pmatrix}.$$

The lower row gives $w=(H_p+\Delta-E)^{-1}dg\,u$, and the upper row becomes $[H_s-d^2g(H_p+\Delta-E)^{-1}g]u=Eu$, with no approximation. Lemma 5 with $x=H_p-E$, $d^2/\Delta=\tfrac12\alpha$ and $d^2/\Delta^2=\beta$ turns the bracket into $H_{\rm CPP}+\beta g(H_p-E)g+O(\Delta^{-2})$. To first order in $1/\Delta$, $E-E_{\rm CPP}=\beta\langle g(H_p-E_{\rm CPP})g\rangle_c$. Substitute $H_p=H_{\rm CPP}+\tfrac12\alpha g^2+\hbar^2/mr^2$. The first part gives $\langle g(H_{\rm CPP}-E_{\rm CPP})g\rangle_c=\frac{\hbar^2}{2m}\langle g'^2\rangle_c$ by Lemma 6 in one dimension. The third gives $\frac{\hbar^2}{2m}\langle2g^2/r^2\rangle_c$ and the second $\tfrac12\alpha\langle g^4\rangle_c$. Multiplying by $\Delta$, with $\beta\Delta=\tfrac12\alpha$, gives the limit. $\square$

The $g^4$ term is the saturation of the core. For a clamped electron the two-level problem has the lower root $\tfrac12\Delta-\sqrt{\tfrac14\Delta^2+d^2g^2}=-d^2g^2/\Delta+d^4g^4/\Delta^3-\dots$, and $d^4/\Delta^3=\alpha^2/4\Delta=\tfrac12\alpha\beta$. It is of fourth order in the coupling and outside the theorem. In a real core the corresponding term is set by the hyperpolarizability and need not have this sign. The proposition shows that in the model the diagonalized $H_v+V_{\rm CPP}$ becomes exact to all orders in $\alpha$ as $\Delta\to\infty$.

## Worked example: one electron outside an Sc³⁺-like core

The chosen inputs, with core constants close to those of Sc³⁺ and a model valence potential, are $Q=3$, $\alpha/4\pi\varepsilon_0=0.30$ Å³, $\Delta=45$ eV $=7.2098\times10^{-18}$ J and $\rho=0.60$ Å. The valence potential is $-Qe^2/4\pi\varepsilon_0r+\hbar^2B/2mr^2$ with $B=3.36$, the repulsive term standing in for the Pauli exclusion from the core. The core constants are

$$\alpha=1.112650\times10^{-10}\times0.30\times10^{-30}=3.3380\times10^{-41}\ \mathrm{C^2m^2/J},$$

$$d=\sqrt{\tfrac12\times3.3380\times10^{-41}\times7.2098\times10^{-18}}=1.0969\times10^{-29}\ \mathrm{C\,m},$$

$$\beta=\frac{3.3380\times10^{-41}}{2\times7.2098\times10^{-18}}=2.3149\times10^{-24}\ \mathrm{C^2m^2/J^2}.$$

The unperturbed state is known in closed form. For $u=r^pe^{-\gamma r}$, $u''/u=p(p-1)/r^2-2p\gamma/r+\gamma^2$. Matching the $r^{-2}$ terms in $H_su=E_vu$ requires $p(p-1)=B$, so $p=l^*+1$ with $l^*=1.4$ because $1.4\times2.4=3.36$. Matching the $r^{-1}$ terms requires $\hbar^2p\gamma/m=Qe^2/4\pi\varepsilon_0$, or $\gamma=Q/pa_0$. The constant term gives

$$E_v=-\frac{\hbar^2\gamma^2}{2m}=-\frac{Q^2E_h}{2p^2}=-\frac{9\times27.21139}{2\times2.4^2}\ \mathrm{eV}=-21.2589\ \mathrm{eV},$$

which the radial grid reproduces. The mean radius is $1.2277$ Å, where $C=0.9698$, and the lowest $p$ level lies $6.3776$ eV higher. This nodeless state has about the binding energy of the 4s electron of Sc²⁺ but is more compact. The Hartree–Fock 4s orbital outside Sc³⁺ has a mean radius of about $1.6$ Å, lies about $4.3$ eV below 4p, and lies above 3d. The same CPP evaluated on that orbital gives about $-0.56$ eV, less than half the value found below, so the energies of this section describe the model and not the ion.

Quadrature over this state gives $\langle\mathbf f^2\rangle=1.1911\times10^{22}\ \mathrm{V^2/m^2}$, so the leading term is

$$-\tfrac12\times3.3380\times10^{-41}\times1.1911\times10^{22}=-1.9880\times10^{-19}\ \mathrm J=-1.2408\ \mathrm{eV}.$$

The gradient formula gives $S=3.40718\times10^4\ \mathrm{J\,V^2/m^2}$, and the definition, evaluated with the matrix of $H_p$, gives $3.40716\times10^4$. Then $\beta S=2.3149\times10^{-24}\times3.40718\times10^4$ J, which is $0.4923$ eV. Part (d) places the second-order shift between $-1.2408$ eV and $-1.2408+0.4923=-0.7485$ eV. Solving the linear equation for the inverse in (a) gives $E^{(2)}=-0.9413$ eV, inside the interval and $0.7586$ of the leading term. The remainder is $\mathcal R=-0.7485+0.9413=0.1928$ eV.

The core is only moderately fast. A tempting estimate of the error is the lowest valence gap over the core energy, $6.3776/45=0.1417$, and it is too small. The ratio that enters (b) is $\bar x/\Delta=0.4923/1.2408\approx0.40$, so the mean valence energy reached by the field is about $0.40\times45\approx18$ eV, nearly three times the gap. The field is concentrated at small $r$, and $g\,u$ is more compact than the lowest $p$ state. The local estimate at the mean radius is closer:

$$\frac{3\hbar^2}{m\Delta\langle r\rangle^2}=\frac{6\times6.104264\times10^{-39}}{7.2098\times10^{-18}\times(1.2277\times10^{-10})^2}=0.3370 .$$

Beyond second order, diagonalizing $H_{\rm CPP}$ gives $-22.5436$ eV, a shift of $-1.2847$ eV, and the exact two-channel energy is $-22.2022$ eV, a shift of $-0.9433$ eV. Their ratio is $0.7343$. With this $\rho$ and the true $\alpha$, the CPP overbinds by $0.341$ eV in this dipole-only model. The sign and size of this error do not carry over to the real ion, where the quadrupole term offsets most of the lag. Since $C(r)$ falls at every $r$ as $\rho$ grows, fitting the $\rho$ in $V_{\rm CPP}$ to the exact energy of this model would give a value larger than $0.60$ Å. A fit to a measured ionization energy absorbs this lag error together with penetration, exchange and quadrupole effects, which need not share its sign, so a fitted $\rho$ is not a measure of core size alone. The exact shift lies about $0.002$ eV below the second-order value, which is closer than the size of the individual higher-order terms would suggest. Relaxation of the valence orbital lowers the CPP shift from $-1.2408$ to $-1.2847$ eV, by $0.044$ eV. Core saturation raises the energy by $\beta\cdot\tfrac12\alpha\langle g^4\rangle_c=2.3149\times10^{-24}\times3.9755\times10^3$ J, about $0.06$ eV, in the adiabatic estimate. The two have opposite sign and similar size here. Both are adiabatic estimates, and their sum, about $+0.01$ eV, does not reproduce the actual difference of $-0.002$ eV; they indicate only the scale of the higher-order terms, and the near agreement is a property of these inputs.

The proposition predicts the limit $\tfrac12\alpha(3.7123\times10^4+3.9755\times10^3)/e^2=26.7210\ \mathrm{eV^2}$. Raising $\Delta$ at fixed $\alpha$ gives the following.

| $\Delta$ (eV) | $E-E_{\rm CPP}$ (eV) | product (eV²) |
|---|---|---|
| 45 | 0.34138 | 15.3620 |
| 180 | 0.12110 | 21.7982 |
| 720 | 0.034824 | 25.0731 |
| 2880 | 0.0091163 | 26.2549 |
| 11520 | 0.0023090 | 26.5997 |
| 46080 | 0.00057922 | 26.6902 |

The last digit of the products and of the predicted limit carries a grid error of one or two units. The error goes to zero and the product rises toward the predicted value in the table. That it stays below this value follows from a variational bound. The energy $E$ is the lowest eigenvalue of the exact bracket $H_s-d^2g(H_p+\Delta-E)^{-1}g$, so it is at most the expectation value of that bracket in $u_c$. By Lemma 5 this is $E_{\rm CPP}+\beta\langle g(H_p-E)g\rangle_c$ minus a non-negative remainder, and $E>E_{\rm CPP}$ makes the middle term smaller than $\beta\langle g(H_p-E_{\rm CPP})g\rangle_c$, which is the predicted limit divided by $\Delta$. If the product behaves as $c-c'/\Delta$, the combination $(4\times26.6902-26.5997)/3=26.7204$ removes $c'$, and it agrees with $26.7210$. The approach is slow. At $45$ eV the first correction, $26.7210/45\approx0.59$ eV, overshoots the actual error of $0.34$ eV, so adding the $1/\Delta$ term to the CPP leaves an error of the opposite sign, about $0.25$ eV, roughly three quarters of the original size.

## The same operator around a many-electron core

Clamped charges are the infinite-mass limit, in which $S=0$ and only the multipole and order truncations remain. A Hartree–Fock calculation on Sc³⁺ in the def2-TZVP basis gives, from the energy in a uniform field, $\alpha=3.5002\times10^{-41}\ \mathrm{C^2m^2/J}$, a volume of $0.3146$ Å³, and the induced dipole gives the same volume, as Lemma 3 requires. Place $-e$ at $R(0,0,1)$, $-e$ at $1.2R(\sin60^\circ,0,\cos60^\circ)$ and $+3e$ at $1.5R(0,0.6,-0.8)$. At $R=8$ Å the total field is $5.8794\times10^9$ V/m, and $-\tfrac12\times3.5002\times10^{-41}\times(5.8794\times10^9)^2$ J is $-3.7760$ meV. The four terms of the square are listed below.

| term | energy (meV) |
|---|---|
| one-electron | $-0.8196$ |
| two-electron | $-0.3840$ |
| electron–core | $-1.5893$ |
| core–core | $-0.9831$ |

The two-electron term is negative because the angle between the electrons is acute. The electron–core term is negative because the positive charge lies on the far side, where its field adds to that of the electrons. The two cross terms make up more than half of the total. The Hartree–Fock relaxation energy, defined as the full energy change minus the first-order change with the frozen density, is $-3.7812$ meV, a ratio of $1.0014$. At $R=12$ Å the values are $-0.7459$ and $-0.7463$ meV, a ratio of $1.0006$. The excess is attractive, and relative to the CPP energy it falls from $0.0014$ to $0.0006$, by roughly $(12/8)^2$, as an $R^{-6}$ quadrupole term measured against an $R^{-4}$ term should. Writing the ratio as $c+c'/R^2$ and eliminating $c'$ between the two distances gives $c=1.0000$. For two electrons at $\pm12$ Å on an axis the relaxation energy is $-0.00130$ meV, about one percent of the $-0.10923$ meV that a single electron would give. The fields cancel while the field gradients add, so what remains is polarization of higher multipole order. This comparison tests the structure of the operator with the polarizability of the same Hartree–Fock model, and says nothing about the accuracy of that polarizability. The digits belong to the def2-TZVP basis. Larger bases with more $d$ and $f$ functions lower the volume by about $0.25\%$, to $0.3138$ Å³, raise the excess at $8$ Å to $0.0015$, and move the opposite-pair energy to about $-0.00137$ meV, without changing the $R^{-2}$ scaling of the excess.

## What the numerical check tests

The numerical check below computes each side of a claim by a separate route. The remainder of the expansion in Lemma 1 grows by a factor $3.9648$ when $\mathbf s$ is doubled, against $4$ for a pure quadratic term, the difference coming from the cubic term. The value $6/r^6$ is obtained by symbolic differentiation in Cartesian coordinates. The hydrogen constants are summed over the eigenstates of a radial grid, giving $4.5014$ and $5.3775$ against $9/2$ and $43/8$, with the small excess due to the grid spacing. The Hartree–Fock calculations test isotropy of $\alpha$, the factor $\tfrac12$, the signs in $\mathbf f$ and the cross terms. In the two-channel model the program compares the two forms of $S$, confirms the bounds (d), and follows the $1/\Delta$ law. It also reduces $\alpha$ by a factor of 1000, where higher orders are negligible, and finds that the exact shift times 1000 is $-0.9413$ eV, equal to the second-order formula (a).

## Computed values

```
4 pi eps0 = 1.112650e-10 F/m; e/(4 pi eps0) = 1.439965e-09 V m
hbar^2/2m = 6.104264e-39 J m^2; a0 = 5.291772e-11 m; Eh = 27.21139 eV
multipole remainder ratio on doubling s = 3.9648
H alpha/(4 pi eps0 a0^3): exact 9/2, sum over states 4.5014
H beta/(e^2 a0^2/Eh^2): exact 43/8, sum over states 5.3775
H alpha = 7.4195e-41 C^2 m^2/J
HF/def2-TZVP Sc3+ alpha = 3.5002e-41 C^2 m^2/J, volume 0.3146 A^3
  from induced dipole: volume 0.3146 A^3
charges: -e at R(0,0,1); -e at 1.2R(sin60,0,cos60); +3e at 1.5R(0,.6,-.8)
R = 8.0 A: |f| = 5.8794e+09 V/m, CPP -3.7760 meV, HF -3.7812 meV, ratio 1.0014
  1e, 2e, e-core, core-core = -0.8196, -0.3840, -1.5893, -0.9831 meV
R = 12.0 A: |f| = 2.6131e+09 V/m, CPP -0.7459 meV, HF -0.7463 meV, ratio 1.0006
ratio extrapolated in 1/R^2 = 1.0000
opposite pair at 12 A: HF -0.00130 meV; one-electron CPP -0.10923 meV
inputs: Q = 3, volume = 0.30 A^3, Delta = 45 eV, rho = 0.60 A, B = 3.36, l* = 1.4
alpha = 3.3380e-41 C^2 m^2/J; Delta = 7.2098e-18 J
d = 1.0969e-29 C m; beta = 2.3149e-24 C^2 m^2/J^2
E_v grid = -21.2589 eV, analytic = -21.2589 eV; E_p - E_v = 6.3776 eV
<r> = 1.2277 A; C(<r>) = 0.9698
(E_p-E_v)/Delta = 0.1417; 3 hbar^2/(m Delta <r>^2) = 0.3370
<f^2> = 1.1911e+22 V^2/m^2; -alpha<f^2>/2 = -1.9880e-19 J = -1.2408 eV
S matrix = 3.40716e+04, S gradient formula = 3.40718e+04 J V^2/m^2
beta S = 0.4923 eV; upper bound = -0.7485 eV
full second order E2 = -0.9413 eV; E2/CPP = 0.7586
exact shift at alpha/1000, times 1000 = -0.9413 eV
E_CPP (diagonalized) = -22.5436 eV; shift = -1.2847 eV
CPP state: S = 3.7123e+04, alpha<f^4>/2 = 3.9755e+03 J V^2/m^2
predicted limit of error*Delta = 26.7210 eV^2
Delta = 45 eV: E_exact = -22.20225 eV, error = 3.4138e-01 eV, error*Delta = 15.3620 eV^2
  exact shift = -0.9433 eV; exact/CPP shift = 0.7343
Delta = 180 eV: E_exact = -22.42253 eV, error = 1.2110e-01 eV, error*Delta = 21.7982 eV^2
Delta = 720 eV: E_exact = -22.50881 eV, error = 3.4824e-02 eV, error*Delta = 25.0731 eV^2
Delta = 2880 eV: E_exact = -22.53451 eV, error = 9.1163e-03 eV, error*Delta = 26.2549 eV^2
Delta = 11520 eV: E_exact = -22.54132 eV, error = 2.3090e-03 eV, error*Delta = 26.5997 eV^2
Delta = 46080 eV: E_exact = -22.54305 eV, error = 5.7922e-04 eV, error*Delta = 26.6902 eV^2
extrapolated error*Delta = 26.7204 eV^2
```
